\section*{The Three-Halves Law for Surface Tension Near the Critical Point}

\section{A symmetric double well}

Let an order parameter $\phi(z)$ go from $-\phi_0$ at $z=-\infty$ to $+\phi_0$ at $z=+\infty$, and let an interface cost, per unit area,
\begin{equation}
\gamma[\phi]=\int_{-\infty}^{\infty}\Big[B(\phi^2-\phi_0^2)^2+\frac c2\,\phi'^2\Big]dz ,\qquad B,c>0 .
\end{equation}
The first term favours a sharp step, the second a gentle slope. Completing the square gives
\begin{equation}
\gamma[\phi]=\int\Big[\sqrt{\tfrac c2}\,\phi'-\sqrt B(\phi_0^2-\phi^2)\Big]^2dz
+\sqrt{2cB}\int_{-\phi_0}^{\phi_0}(\phi_0^2-\phi^2)\,d\phi .
\end{equation}
The last integral does not depend on the profile and equals $\frac43\phi_0^3$. The square vanishes for $\phi'=\sqrt{2B/c}\,(\phi_0^2-\phi^2)$, which has the solution $\phi=\phi_0\tanh(z/w)$. Hence
\begin{equation}
\gamma=\frac43\sqrt{2cB}\,\phi_0^3,\qquad w=\frac1{\phi_0}\sqrt{\frac{c}{2B}} .
\label{quartic}
\end{equation}
If $\phi_0\propto t^{1/2}$ while $B$ and $c$ stay finite, then $\gamma\propto t^{3/2}$. The barrier $B\phi_0^4$ falls as $t^2$, the width grows as $t^{-1/2}$, and the tension is their product up to a number. It remains to show that a van der Waals fluid, whose two phases are not mirror images, approaches this case.

\section{Model and theorem}

Let $\rho$ be the number density and $t=1-T/T_c>0$. The bulk pressure is $p=kT\rho/(1-b\rho)-a\rho^2$. At the critical point the first two density derivatives vanish:
\begin{equation}
\frac{kT}{(1-b\rho)^2}=2a\rho,\qquad \frac{2b\,kT}{(1-b\rho)^3}=2a .
\end{equation}
Dividing the first by the second gives $(1-b\rho)/(2b)=\rho$, so that
\begin{equation}
\rho_c=\frac1{3b},\qquad kT_c=\frac{8a}{27b},\qquad p_c=\frac{a}{27b^2},\qquad \frac{kT_c}{p_c}=8b .
\label{crit}
\end{equation}
Put $n=\rho/\rho_c$. The free energy density is $kT\rho\ln[\rho/(1-b\rho)]-a\rho^2$ plus terms linear in $\rho$, which do not affect coexistence. Since $kT_c\rho_c/p_c=8/3$ and $a\rho_c^2=3p_c$, in units of $p_c$ it is
\begin{equation}
f(n)=\frac83(1-t)\,n\ln\frac n{3-n}-3n^2 .
\end{equation}

The assumptions are a flat interface at equilibrium, no gravity, and a gradient energy $\frac m2|\nabla\rho|^2$ with constant $m>0$. Define the length $\ell$ by $\ell^2=m\rho_c^2/p_c$. Let $\Delta\omega(n)$ be $f$ minus its common tangent at the two coexisting densities. It is the excess grand potential density in units of $p_c$, and
\begin{equation}
\gamma=\min_{n(z)}\;p_c\int\Big[\Delta\omega(n)+\frac{\ell^2}2n'^2\Big]dz .
\label{functional}
\end{equation}

\paragraph{Theorem.} Under these assumptions, as $t\to0$,
\begin{equation}
\gamma=\frac{16}{\sqrt3}\,p_c\,\ell\,t^{3/2}\Big[1-\frac{41}{250}\,t+O(t^2)\Big].
\label{theorem}
\end{equation}
If the attraction is $-\varepsilon(\sigma/r)^6$ for $r>\sigma$ and its gradient energy is cut at second order, then $\ell=\sqrt3\,\sigma$ and the leading term is $16\,p_c\sigma t^{3/2}$.

\section{Three lemmas}

\paragraph{Lemma 1 (gradient coefficient).} A pair attraction $u(r)$ treated in mean field gives
\begin{equation}
a=-\frac12\int u\,d^3r,\qquad m=-\frac16\int r^2u\,d^3r .
\end{equation}

\emph{Proof.} In $\frac12\iint\rho\rho'u$ write $\rho\rho'=\frac12(\rho^2+\rho'^2)-\frac12(\rho-\rho')^2$. The squares give $\frac12\int u\,d^3r\int\rho^2$, which is $-a\int\rho^2$. The rest is $-\frac14\iint u(\rho-\rho')^2$. For slow variation $\rho'-\rho\approx\mathbf r\cdot\nabla\rho$, and the average over directions of $(\mathbf r\cdot\nabla\rho)^2$ is $r^2|\nabla\rho|^2/3$. The coefficient of $|\nabla\rho|^2$ is thus $-\frac1{12}\int r^2u\,d^3r=m/2$. $\square$

For the inverse sixth power,
\begin{equation}
a=2\pi\varepsilon\sigma^6\!\int_\sigma^\infty\!\frac{dr}{r^4}=\frac{2\pi}3\varepsilon\sigma^3,\qquad
m=\frac{2\pi}3\varepsilon\sigma^6\!\int_\sigma^\infty\!\frac{dr}{r^2}=a\sigma^2 .
\end{equation}
With \eqref{crit}, $\ell^2=a\sigma^2\rho_c^2/p_c=3\sigma^2$. A tail $r^{-p}$ with $p\le5$ would make $m$ infinite, and the theorem would not apply.

\paragraph{Lemma 2 (tension as an integral over density).} If $\Delta\omega$ has double zeros at the coexisting densities $n_g<n_l$ and is positive at all other densities, then
\begin{equation}
\gamma=p_c\,\ell\int_{n_g}^{n_l}\sqrt{2\,\Delta\omega(n)}\;dn .
\label{integral}
\end{equation}

\emph{Proof.} For any rising profile, $A^2+C^2\ge2AC$ with $A=\sqrt{\Delta\omega}$ and $C=\ell n'/\sqrt2$ bounds the integrand of \eqref{functional} below by $\ell\sqrt{2\Delta\omega}\,n'$. Integrated over $z$, this gives the right-hand side. Reversals of slope add non-negative pieces to the bound. Equality holds for $\ell n'=\sqrt{2\Delta\omega}$. Near a double zero this slope is proportional to the distance from the bulk density, so the solution reaches the bulk values at $z=\pm\infty$, as required. $\square$

Equality also means that gradient energy and excess bulk energy contribute half of $\gamma$ each.

\paragraph{Lemma 3 (scaled coexistence).} Put $s=\sqrt t$, $n=1+sx$ and $\Delta\omega=s^4W(x,s)$. For small $s$ there are coexisting densities $x_\pm(s)$, smooth in $s$, with $x_\pm(0)=\pm2$, and
\begin{equation}
W(x,s)=(x-x_-)^2(x-x_+)^2H(x,s),\qquad H(x,0)=\tfrac38 ,
\end{equation}
with $H$ smooth. Moreover $W(x,s)=W(-x,-s)$.

\emph{Proof.} The first derivative of $n\ln[n/(3-n)]$ is $\ln[n/(3-n)]+3/(3-n)$. The second is $3/[n(3-n)]+3/(3-n)^2=9/[n(3-n)^2]$. Therefore
\begin{equation}
f''=\frac{24(1-t)}{n(3-n)^2}-6 .
\end{equation}
With $n=1+\phi$, $n(3-n)^2=(1+\phi)(2-\phi)^2=4-3\phi^2+\phi^3=4(1-D)$, where $D=\phi^2(3-\phi)/4$. Thus
\begin{equation}
f''=\frac{6(1-t)}{1-D}-6=\frac{6(D-t)}{1-D}.
\end{equation}
Let $G(x,s)$ be $f(1+sx)$, less its value and slope at $x=0$, divided by $s^4$. Its second $x$-derivative is $f''/s^2$:
\begin{equation}
G''=\frac{6\big[\frac14x^2(3-sx)-1\big]}{1-\frac14s^2x^2(3-sx)} .
\label{G2}
\end{equation}
This is smooth in $x$ and $s$, and unchanged when both change sign. At $s=0$, $G=-3x^2+\frac38x^4$, which has minima at $x=\pm2$ with $G''=12$.

Coexistence, that is equal chemical potential and equal pressure, is the double-tangent condition
\begin{equation}
G'(x_-)-G'(x_+)=0,\qquad G(x_+)-G(x_-)-(x_+-x_-)G'(x_+)=0 .
\end{equation}
At $s=0$ the derivatives of the first condition with respect to $(x_-,x_+)$ are $(12,-12)$, and those of the second are $(0,-48)$. The determinant, $-576$, is not zero, so the implicit function theorem gives smooth roots. Subtracting the tangent leaves a function with double zeros at $x_\pm$, and these factor out smoothly. At $s=0$ it is $\frac38x^4-3x^2+6=\frac38(x^2-4)^2$. The symmetry of $G$ passes to its common tangent and so to $W$. $\square$

\section{Proof of the theorem}

Insert $dn=s\,dx$ and $\sqrt{\Delta\omega}=s^2\sqrt W$ in \eqref{integral}:
\begin{equation}
\frac{\gamma}{p_c\ell t^{3/2}}=I(s)=\sqrt2\int_{x_-}^{x_+}(x-x_-)(x_+-x)\sqrt{H(x,s)}\,dx .
\end{equation}
For small $s$, $H>0$ on this range, so $I$ is smooth. Beyond the range $D$ exceeds $t$, since $D$ rises on both sides of $\phi=0$; there $f''>0$, and $\Delta\omega$ is positive as Lemma 2 requires. At $s=0$,
\begin{equation}
I(0)=\sqrt2\sqrt{\frac38}\int_{-2}^2(4-x^2)dx=\frac{\sqrt3}2\cdot\frac{32}3=\frac{16}{\sqrt3}.
\end{equation}
Replacing $x$ by $-x$ and using $W(x,s)=W(-x,-s)$ gives $I(-s)=I(s)$. The Taylor series of $I$ therefore contains even powers of $s$, which are integer powers of $t$. The asymmetry between liquid and vapour produces no correction of relative order $\sqrt t$.

For the coefficient of $t$, expand \eqref{G2} to order $s^2$:
\begin{equation}
G''=-6+\tfrac92x^2-\tfrac32sx^3+s^2\big(-\tfrac92x^2+\tfrac{27}8x^4\big)+O(s^3).
\end{equation}
Integrate twice and subtract the tangent. Its parity allows a linear term at order $s$ and a constant $c_2$ at order $s^2$. Thus $W=W_0+sW_1+s^2W_2+O(s^3)$, with $W_0=\frac38(x^2-4)^2$ and
\begin{equation}
W_1=-\tfrac3{40}(x^5-16x),\qquad W_2=-\tfrac38x^4+\tfrac9{80}x^6+c_2 .
\end{equation}
The linear term in $W_1$ follows from $W(x_\pm,s)=0$: because $W_0'(\pm2)=0$, order $s$ requires $W_1(\pm2)=0$.

Now change the variable so as to remove the asymmetry:
\begin{equation}
x=y+sg(y)+s^2\eta y+O(s^3),\qquad g=\frac{y^2+4}{20}.
\end{equation}
The order-$s$ part of $W$ becomes
\begin{equation}
W_1+W_0'g=y(y^2-4)\Big[-\frac3{40}(y^2+4)+\frac32g\Big]=0 .
\end{equation}
The order-$s^2$ part is $W_2+W_1'g+\frac12W_0''g^2+\eta yW_0'$. With $v=y^2$ its pieces are
\begin{align}
W_2&=\tfrac3{1600}(60v^3-200v^2)+c_2,\\
W_1'g&=\tfrac3{1600}(-10v^3-40v^2+32v+128),\\
\tfrac12W_0''g^2&=\tfrac3{1600}(3v^3+20v^2+16v-64),\\
\eta yW_0'&=\tfrac3{1600}\,800\,\eta\,(v^2-4v).
\end{align}
Let $y=\pm2$ correspond to $x_\pm$; the $O(s^3)$ terms of the map can be chosen to secure this. The sum must then have a double zero at $v=4$. The first three lines add up to $\frac3{1600}(53v^3-220v^2+48v+\text{const})$. The bracket has slope $2544-1760+48=832$ at $v=4$, and the last line adds $3200\eta$. Hence $\eta=-13/50$. The constant $c_2$ makes the value vanish, and the sum is
\begin{equation}
\tfrac3{1600}(53v^3-428v^2+880v-64)=\tfrac3{1600}(v-4)^2(53v-4).
\end{equation}
Dividing by $W_0=\frac38(v-4)^2$ gives
\begin{equation}
W=W_0(y)\Big[1+s^2\frac{53y^2-4}{200}+O(s^3)\Big].
\end{equation}
The square root halves the correction, and $dx/dy=1+sy/10+s^2\eta+O(s^3)$. The odd term $sy/10$ integrates to zero. With weight $4-y^2$ the mean of $y^2$ is
\begin{equation}
\frac{\int_0^2y^2(4-y^2)dy}{\int_0^2(4-y^2)dy}=\frac{64/15}{16/3}=\frac45 .
\end{equation}
The relative correction is therefore
\begin{equation}
t\Big[\frac{53\cdot\frac45-4}{400}-\frac{13}{50}\Big]=t\,(0.096-0.260)=-0.164\,t=-\frac{41}{250}t .
\end{equation}
Because $I$ is even in $s$, the next term is $O(t^2)$. $\square$

Quadrature of \eqref{integral} with the full free energy gives $-0.1640$ and $-0.1641$ for the relative correction divided by $t$, at $t=0.001$ and $0.004$.

\paragraph{Remark (width and correlation length).} At leading order the interface is the opening case with $B=3/8$, $c=\ell^2$ and $\phi_0=2\sqrt t$. Equation \eqref{quartic} gives $w=\ell/\sqrt{3t}=\sigma/\sqrt t$. A small bulk disturbance obeys $\ell^2\delta''=12t\,\delta$ and decays over $\xi=\ell/\sqrt{12t}=w/2$.

\paragraph{Remark (the rest of the attraction).} For the $r^{-6}$ tail the Fourier transform obeys
\begin{equation}
\tilde u(k)-\tilde u(0)=4\pi\varepsilon\sigma^6k^3\int_{k\sigma}^\infty\frac{1-\sin q/q}{q^4}\,dq .
\end{equation}
The integrand starts as $1/(6q^2)$, so the integral is $1/(6k\sigma)-C$ plus smaller terms. Here $C>0$, because $1-\sin q/q<q^2/6$. The leading term is the square gradient; the next is smaller by a factor of order $k\sigma$ and has the opposite sign. An interface has $k\sim1/w$, so the neglected part lowers the tension by a relative amount of order $\sqrt t$. The power $3/2$ survives, but the $O(t)$ correction in \eqref{theorem} belongs to the square-gradient model.

\section{Why the measured exponent is near 1.26}

The theorem gives a local exponent
\begin{equation}
\frac{d\ln\gamma}{d\ln t}=\frac32-0.164\,t+O(t^2).
\end{equation}
With the full van der Waals free energy it is 1.483 at $t=0.1$ and 1.464 at $t=0.2$. In this model the corrections lower the exponent, but over this range they leave it far above 1.26, and they vanish at $T_c$, where the measured value applies.

What mean-field theory omits is the effect of density fluctuations. Their size can be estimated from the theory itself. In a bulk phase, a deviation $\delta$ costs $p_c\int[6t\delta^2+\frac{\ell^2}2|\nabla\delta|^2]d^3r$, so its correlation function is $kT\,e^{-r/\xi}/(4\pi p_c\ell^2r)$. Average this over all pairs of points in a sphere of radius $\xi$ and volume $V=\frac{4\pi}3\xi^3$. With $\ell^2=12t\xi^2$,
\begin{equation}
\langle\bar\delta^2\rangle=\frac{kT}{12t\,p_cV}F,\qquad
F=\frac\xi3\Big\langle\frac{e^{-r/\xi}}r\Big\rangle=0.188 ,
\end{equation}
where the number comes from quadrature. Take $b=\frac{2\pi}3\sigma^3$, the second-virial value for hard spheres. Then $kT_c/p_c=8b=\frac{16\pi}3\sigma^3$, and $\xi=\sigma/(2\sqrt t)$ gives $V=\pi\sigma^3/(6t^{3/2})$. Dividing by the squared order parameter $4t$,
\begin{equation}
\frac{\langle\bar\delta^2\rangle}{4t}=\frac{16\pi}3\cdot\frac{6t^{3/2}}\pi\cdot\frac F{48t^2}=\frac{2F}{3\sqrt t}.
\label{ginzburg}
\end{equation}
The ratio grows towards $T_c$ and passes 1 near $t=0.016$. This threshold is only an order-of-magnitude estimate: dividing by the squared full jump $16t$ instead moves it to $t\approx0.001$. The ratio falls only as $t^{-1/2}$. It is still 0.40 at $t=0.1$ and 0.28 at $t=0.2$, where the leading law is within 2\% and 4\% of the full integral. For this fluid the ratio is thus not small where the leading law holds, and the limit $t\to0$ of the theorem is where neglect of fluctuations fails.

A scaling argument, not a proof, gives the replacement. If the one energy scale near $T_c$ is $kT_c$ per correlated region, then $\gamma\sim kT_c/\xi^{d-1}$ in $d$ dimensions. With $\xi\sim t^{-\nu}$ the exponent is $(d-1)\nu$. In three dimensions, 1.26 corresponds to $\nu=0.63$ instead of the mean-field $1/2$.

The square-lattice Ising model shows the effect of fluctuations with the interactions held fixed. Let $K=J/kT$. Mean field for layers of magnetisation $M$ gives, near its critical point $K=1/4$, the density $(\frac12-2K)M^2+\frac1{12}M^4+\frac K2M'^2$. With $4K\approx1+t$ this is the opening case with $B=1/12$, $c=1/4$, $\phi_0^2=3t$, hence a power $3/2$. Solving the layer equations at $t=0.005$ and $0.01$ gives an exponent of 1.504 for $\gamma/kT$ between them, or 1.497 for $\gamma$ itself.

With fluctuations included, the known tension per lattice spacing along a lattice axis is
\begin{equation}
\frac{\gamma}{kT}=2K+\ln\tanh K .
\end{equation}
Diagonalising transfer matrices for strips ten spins wide, with and without a forced interface, gives 0.5790 at $K=0.6$ and 1.1906 at $K=0.8$; the formula gives 0.5783 and 1.1906. It vanishes at $\sinh2K_c=1$, where its slope is $2+2/\sinh2K_c=4$. So $\gamma/kT\approx4(K-K_c)\approx4K_ct$, with exponent 1. Above $T_c$ the inverse correlation length is $-(2K+\ln\tanh K)$, also linear, so $\nu=1$ and $(d-1)\nu=1$. Fluctuations change $3/2$ to 1 here. This two-dimensional control does not yield the number 1.26.

\section{Drying with carbon dioxide near its critical point}

When liquid recedes from fine structures, the capillary pressure of its menisci can pull them together. Carbon dioxide close to its critical point has a small tension, and a path around the critical point avoids the meniscus altogether. Take rough values $T_c=304$ K and $p_c=7.4$ MPa, and a fully wetted slot with parallel walls $D=50$ nm apart. Then $b=kT_c/(8p_c)=0.0709\ \mathrm{nm^3}$, $\sigma=(3b/2\pi)^{1/3}=0.3235$ nm, and
\begin{equation}
16\,p_c\sigma=38.3\ \mathrm{mN/m}.
\end{equation}
At 293 K, $t=11/304=0.0362$, and the limiting law gives $38.3\times0.0362^{3/2}=0.264$ mN/m. The full integral gives 0.262 mN/m, as does direct relaxation of the discretised interface. For a sharp meniscus and wetting films much thinner than the slot, the capillary pressure is $2\gamma/D=10.5$ kPa. At 303 K, $t=1/304$, the tension is 0.0072 mN/m and the same estimate gives 0.29 kPa.

The measured tension at 293 K is roughly 1.2 mN/m, 4.6 times the model value, so the model should not be used for absolute numbers here. Its critical density, 344 kg/m$^3$, is also well below the rough measured 470 kg/m$^3$. The ratio \eqref{ginzburg} is 0.66 at 293 K and 2.2 at 303 K, so by this rough measure fluctuations are not small at either temperature. It does not tell how much of the factor 4.6 comes from them, how much from the van der Waals equation of state, and how much from the length $\ell=\sqrt3\,\sigma$, which multiplies the tension and was fixed only by equating $b$ with the hard-sphere value. By comparison, restoring the nonlocal attraction, with tanh profiles of optimised width, lowers the model tension by 2.7\% and 0.8\%.

To isolate the exponent, hold the measured starting value and the slot fixed and scale from 293 to 303 K, where $t$ falls by a factor of 11:
\begin{align}
1.2\times11^{-1.5}&=0.033\ \mathrm{mN/m},&2\gamma/D&=1.3\ \mathrm{kPa},\\
1.2\times11^{-1.26}&=0.058\ \mathrm{mN/m},&2\gamma/D&=2.3\ \mathrm{kPa}.
\end{align}
In this estimate the mean-field power understates the remaining load by a factor $11^{0.24}=1.8$. Both pressures are rough. The wetting films narrow the space left for the meniscus, which raises the pressure above $2\gamma/D$, and this matters more at 303 K, where the interface is wide. In the square-gradient model, with the wall density held between the liquid value and $1.8\rho_c$, the pressure difference at capillary condensation in this slot exceeds $2\gamma/D$ by 13--24\% at 293 K and by a factor 1.4--2.1 at 303 K, which is comparable with the factor 1.8 above. Moreover, at 303 K, $t$ rests on a difference of 1 K, so an error of 0.1 K in $T_c$ changes it by 10\%. With the unrounded $T_c\approx304.13$ K the ratio of the two values of $t$ is 9.85 instead of 11, the scaled tensions are 0.039 and 0.067 mN/m, and their ratio is 1.7. In the model the 10--90\% width of the interface grows from 3.7 nm to 12.4 nm, a quarter of the slot, and a sharp meniscus becomes a poor picture. Residual rinse solvent, which changes both the critical point and the tension, is left out. Whether a structure collapses depends also on its stiffness and geometry, which this calculation does not include. The remaining values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
gradient coefficient m/(a sigma^2), k->0: 0.99999
t=0.001: tension/(16 pc sigma t^1.5) = 0.999836, (ratio-1)/t = -0.1640
t=0.004: tension/(16 pc sigma t^1.5) = 0.999344, (ratio-1)/t = -0.1641
local exponent, full van der Waals, t=0.001: 1.4998
local exponent, full van der Waals, t=0.01: 1.4984
local exponent, full van der Waals, t=0.05: 1.4916
local exponent, full van der Waals, t=0.1: 1.4829
local exponent, full van der Waals, t=0.2: 1.4643
CO2 rough inputs: Tc = 304 K, pc = 7.4 MPa, slot = 50 nm
b = 0.07090 nm^3, sigma = 0.3235 nm
amplitude 16 pc sigma = 38.30 mN/m
--- T = 293 K, t = 0.03618
tension, limiting law: 0.26363 mN/m
tension, integral formula: 0.26205 mN/m
tension, relaxed interface: 0.26205 mN/m
10-90 width: relaxed 3.684 nm, law 3.737 nm
10-90 width / slot width: 0.074
capillary pressure 2 gamma/D: 10.482 kPa
fluctuation / order parameter squared: 0.659
change of tension by nonlocal attraction: -2.71 %
--- T = 303 K, t = 0.00329
tension, limiting law: 0.00723 mN/m
tension, integral formula: 0.00722 mN/m
tension, relaxed interface: 0.00722 mN/m
10-90 width: relaxed 12.377 nm, law 12.393 nm
10-90 width / slot width: 0.248
capillary pressure 2 gamma/D: 0.289 kPa
fluctuation / order parameter squared: 2.185
change of tension by nonlocal attraction: -0.79 %
--- comparison with measurement
fluctuation factor F: 0.18799
rough measured tension at 293 K: 1.2 mN/m
rough measured / van der Waals tension there: 4.58
scaled to 303 K, exponent 1.5: 0.0329 mN/m, 2 gamma/D = 1.32 kPa
scaled to 303 K, exponent 1.26: 0.0585 mN/m, 2 gamma/D = 2.34 kPa
ratio of the two scaled tensions: 1.778
nu implied by exponent 1.26 in three dimensions: 0.63
critical density: van der Waals 344 kg/m^3, rough measured 470 kg/m^3
--- square-lattice Ising control
K=0.6: tension/kT per spacing, strip 0.57899, formula 0.57834
K=0.8: tension/kT per spacing, strip 1.19058, formula 1.19058
K=0.25: inverse correlation length, strip 0.90686, formula 0.90683
critical coupling Kc: 0.440687
tension exponent: mean field 1.5040, with fluctuations 1.0010
correlation-length exponent nu, with fluctuations: 0.9997
\end{verbatim}
